# What a temperature-independent dispersion exponent says about hole transport in silica

**Q.** I measure hole transport through silica films at several temperatures. The transients are dispersive, and the exponent hardly changes with temperature. Before I draw any conclusion, what does multiple trapping in an exponential band tail predict?

**A.** First the model. A hole drifts in the band, is caught by a trap of depth \(E\), waits, is released and drifts on. The trap density is \(g(E)\propto e^{-E/E_0}\) with a fixed width \(E_0\). Capture does not depend on depth, few traps are occupied, and the release rate is \(w=\nu e^{-\beta E}\), with \(\beta=1/kT\). I use atomic units in the algebra, so the hole's charge is 1 and the field \(F\) is a force.

The probability that a caught hole is still in its trap after time \(t\) is

\[
\Phi(t)=\int_0^\infty \frac{dE}{E_0}\,e^{-E/E_0}\exp\!\left(-\nu t\,e^{-\beta E}\right).
\]

Put \(x=e^{-\beta E}\). Then \(dE=-kT\,dx/x\) and \(e^{-E/E_0}=x^{\alpha}\), with \(\alpha=kT/E_0\). The limits become 1 and 0, and the minus sign reverses them:

\[
\Phi(t)=\alpha\int_0^1 x^{\alpha-1}e^{-x\nu t}dx\;\to\;\Gamma(1+\alpha)(\nu t)^{-\alpha},\qquad \nu t\gg1 .
\]

Depths are spread exponentially, and the waiting time is exponential in \(E/kT\). Temperature therefore sets the power itself as well as the time scale. At higher \(T\) the same spread of depths gives a narrower spread of waiting times, so \(\alpha\) rises.

**Q.** That is one trap. I measure a current through a whole film. Why should it show the same \(\alpha\)?

**A.** Let \(\psi(s)\) be the Laplace transform of the waiting-time density, and \(B=1-\psi\). A trap with release rate \(w\) contributes \(w/(s+w)\) to \(\psi\), hence \(s/(s+w)\) to \(B\). With \(w=\nu x\) and then \(x=(s/\nu)y\),

\[
B(s)=\alpha\int_0^1\frac{x^{\alpha-1}s}{s+\nu x}dx
=\alpha\left(\frac{s}{\nu}\right)^{\alpha}\int_0^{\nu/s}\frac{y^{\alpha-1}}{1+y}dy
\;\to\;\frac{\pi\alpha}{\sin\pi\alpha}\left(\frac{s}{\nu}\right)^{\alpha}.
\]

The last step lets \(s/\nu\to0\) and needs \(0<\alpha<1\), that is, \(kT<E_0\).

Let \(\lambda\) be the mean drift path between captures, \(L\) the thickness and \(M=L/\lambda\). Captures along the path are independent, so with diffusion between them neglected their number \(K\) is Poisson distributed with mean \(M\). Neglecting the flight time, the transit time is the sum of \(K\) waits, and its density has the transform

\[
\sum_K e^{-M}\frac{M^K}{K!}\psi^K=e^{-M(1-\psi)}=e^{-MB}.
\]

The current is proportional to the mean velocity. Its transform is the integral of \(e^{-st}\) along the path, where \(t\) is the time of passing \(x\):

\[
\langle v\rangle(s)=\int_0^L dx\,e^{-xB/\lambda}=\lambda\,\frac{1-e^{-MB}}{B}.
\]

Well before transit \(MB\gg1\), which leaves \(\lambda/B\propto s^{-\alpha}\) and a current \(\propto t^{-(1-\alpha)}\). Well after transit \(MB\ll1\), and the expansion is \(\lambda(M-M^2B/2+\dots)\). The constant contributes nothing at late times. The term in \(-s^{\alpha}\) gives \(-t^{-1-\alpha}/\Gamma(-\alpha)\), which is positive because \(\Gamma(-\alpha)<0\). The late current thus falls as \(t^{-(1+\alpha)}\).

This holds for holes that start at one face. If they start uniformly, replace \(M\) by \(yM\) and average over \(0<y<1\). The leading terms keep the same powers of \(s\), so the two limiting slopes survive. The early one is approached more slowly, though: its relative correction is \(1/(MB)\) instead of \(e^{-MB}\), which makes the measured early slope steeper. At \(\alpha=0.25\), between one and three decades before the median transit time of holes from the face, it is about −1.03 instead of −0.95; both are still far from the limit of −0.75.

**Q.** And the thickness dependence?

**A.** Write \(MB=(st_0)^{\alpha}\). The transit time is then \(t_0\) times a random number whose density has the transform \(e^{-s^\alpha}\). If \(m_\alpha\) is the median of that number,

\[
t_{\rm med}=\frac{m_\alpha}{\nu}\left(\frac{M\pi\alpha}{\sin\pi\alpha}\right)^{1/\alpha}\propto L^{1/\alpha}=L^{E_0/kT}.
\]

Compare thicknesses at equal field, not equal voltage, because \(\lambda\) depends on the field.

**Q.** How large is the predicted change over a range I can reach?

**A.** Take a silica-like film with \(L=100\) nm at 0.5 MV/cm, \(\nu=10^{13}\) s⁻¹ and \(\lambda=0.5\) nm, so that \(M=200\). Fix the tail by requiring \(\alpha=0.25\) at 300 K: \(E_0=0.02585/0.25=0.1034\) eV. At 200 K the model then demands \(\alpha=0.01723/0.1034=0.167\).

| | 200 K | 300 K |
|---|---|---|
| limiting early slope | −0.833 | −0.750 |
| limiting late slope | −1.167 | −1.250 |
| thickness power | 6.0 | 4.0 |
| median transit | 41 s | 0.57 ms |

A random walk that draws depths, flights and waits from their definitions gives early slopes of −0.830 and −0.742, late slopes of −1.168 and −1.251, and thickness powers of 6.02 and 4.01. Its medians are 44 s and 0.55 ms; I take the differences from the table to be sampling noise.

These slopes were fitted far from transit, and the limits are approached slowly. At 200 K the late fit begins only after about \(4\times10^7\) s, more than a year, when \(10^{11}\) holes/cm² would give a current of only about \(2\times10^{-18}\) A/cm². Inverting \(\langle v\rangle(s)\) numerically for holes from one face shows what you would see nearer to transit. Between one and three decades before the median, the slopes are −1.02 at 200 K and −0.95 at 300 K; between one and three decades after it, they are −1.13 and −1.22. So do not read \(\alpha\) directly from a slope near transit. Fit the whole computed transient, or use the thickness power.

Cooling by a third lowers \(\alpha\) by a third. Suppose you obtain \(\alpha=0.25\pm0.02\) in this way at both temperatures. The prediction for 200 K is two thirds of the 300 K value, so it carries an error of 0.013. The gap of 0.083 is then about 3.5 times the combined error of 0.024. That is the argument against this mechanism as the source of the dispersion.

**Q.** My transit times follow an activation law quite well. Doesn't that support traps?

**A.** Not by itself. From the formula for \(t_{\rm med}\),

\[
\ln t_{\rm med}=-\ln\nu+\beta E_0\ln M+\beta E_0\ln\frac{\pi\alpha}{\sin\pi\alpha}+\ln m_\alpha .
\]

The second term acts as an activation energy \(E_0\ln M=0.1034\times5.30=0.548\) eV. It is the depth that about one capture in \(M\) exceeds, since \(Me^{-E/E_0}=1\) there. With the last two terms included, the apparent value between 200 and 300 K is 0.579 eV. A single activated hop could show a similar number.

The thickness dependence is more telling. Subtract the expressions for two films: everything except \(\beta E_0\ln(L_2/L_1)\) cancels. The activation energies of 100 nm and 25 nm films must therefore differ by \(0.1034\ln4=0.143\) eV; the random walk gives 0.144 eV. A temperature dependence of \(\lambda\) or \(\nu\) cancels too, if it is the same in both films. It does not cancel in one film: 20% more captures lengthen the transit by a factor of 3.0 at 200 K and 2.1 at 300 K.

**Q.** Could a defender of traps let the capture rate depend on depth?

**A.** Let the capture coefficient be \(c(E)\propto e^{-qE-b\beta E}\). The first part is a temperature-independent dependence on depth, the second a thermal barrier \(bE\). Detailed balance requires release to vary as \(c(E)e^{-\beta E}\), so capture cannot be changed alone. Caught holes have the depth distribution \(g(E)c(E)\propto e^{-SE}\), and they leave at a rate \(\propto e^{-RE}\), where

\[
S=\frac1{E_0}+q+b\beta,\qquad R=\beta(1+b)+q .
\]

For positive \(S\) and \(R\), the substitution \(x=e^{-RE}\) repeats the first calculation and gives \(\alpha=S/R\).

Take \(b=0\) first, and require the value \(\alpha_0\) at a reference \(\beta_0\). Then \(1/E_0+q=\alpha_0(\beta_0+q)\), and at any other temperature

\[
\alpha(T)=\alpha_0\,\frac{\beta_0+q}{\beta+q}.
\]

On cooling, \(\beta>\beta_0\), and this ratio comes closer to 1 as \(q\) grows. But \(q\) has a ceiling. A density of states that does not increase with depth needs \(1/E_0\ge0\), hence \(q\le\alpha_0\beta_0/(1-\alpha_0)\). At the ceiling

\[
\alpha(T)=\frac{\alpha_0\beta_0}{(1-\alpha_0)\beta+\alpha_0\beta_0}.
\]

For \(\alpha_0=0.25\) and \(\beta=1.5\beta_0\) this is \(0.25/(1.125+0.25)=0.182\). So even the limiting case, a flat density of states, leaves a drop from 0.250 to 0.182. With the measurement errors assumed above, that gap is about 2.7 times the combined error, a weaker exclusion than for the plain tail. Capture that grows with depth makes matters worse: \(q=-3\) eV⁻¹ gives 0.162.

**Q.** And the thermal barrier?

**A.** That is a real escape. With \(q=0\),

\[
\alpha=\frac{kT/E_0+b}{1+b}.
\]

For a flat density of states and \(b=1/3\), \(\alpha=0.25\) at every temperature. The price is a capture barrier proportional to depth, and the exponential tail no longer sets the exponent.

Another escape is a tail whose width grows in proportion to \(T\). To hold \(\alpha=0.25\), it would have to widen from 0.069 eV at 200 K to 0.103 eV at 300 K. A constant exponent, measured as precisely as in the example above, speaks against a fixed exponential tail with barrier-free capture as the only source of the dispersion. It does not exclude every trap model.

**Q.** What kind of disorder gives a constant exponent naturally?

**A.** Disorder in a factor that does not contain \(T\). Suppose a hole hops at the rate \(w_0e^{-\beta\Delta-2\kappa r}\), with one barrier \(\Delta\) and distances distributed as \(e^{-r/r_0}/r_0\). Now \(S=1/r_0\) and \(R=2\kappa\), so \(\alpha=1/(2\kappa r_0)\). Temperature multiplies all rates by the same \(e^{-\beta\Delta}\): it rescales time and leaves the shape of the transient alone.

A field spoils this slightly. For a down-field hop with reorganisation energy \(4\Delta\), the barrier is

\[
\frac{(4\Delta-Fr)^2}{16\Delta}=\Delta-\frac{Fr}{2}+\frac{F^2r^2}{16\Delta}.
\]

To first order in \(F\), \(R=2\kappa-\beta F/2\), so for down-field hops \(\alpha\) rises on cooling, the opposite of the trap model. For up-field hops the field term changes sign, and \(\alpha\) falls on cooling. With \(2\kappa=13.33\) nm⁻¹, \(r_0=0.30\) nm and \(\Delta=0.2\) eV, the full barrier for down-field hops gives 0.267 at 300 K and 0.277 at 200 K. The quadratic term prevents an exact power law, so these are average exponents between reduced times \(e^{20}\) and \(e^{25}\), where reduced time is time multiplied by the fastest rate, that at \(r=0\). If each wait instead belongs to one hop in a random direction, the same window gives 0.247 at 300 K and 0.245 at 200 K: the two effects nearly cancel. The sign of a small change with temperature therefore does not identify hopping. This is a waiting-time model with assumed exponential distances, not a solution for a random network. A constant exponent is compatible with it but does not prove it.

**Q.** Might both kinds of disorder be present?

**A.** Yes. The logarithm of the waiting time then contains \(z=2\kappa r+\beta E\), a sum of two exponentially distributed terms with decay constants \(a_1=1/(2\kappa r_0)\) and \(a_2=kT/E_0\). Its density is

\[
\int_0^z a_1e^{-a_1u}a_2e^{-a_2(z-u)}du=\frac{a_1a_2}{a_2-a_1}\left(e^{-a_1z}-e^{-a_2z}\right).
\]

At large \(z\), meaning long times, the smaller constant wins. In that limit, a steady \(\alpha=0.25\) down to 200 K allows any energy tail narrower than \(0.01723/0.25=0.069\) eV.

The crossover is slow, so over a finite time window the tail must be narrower still. With a 0.050 eV tail, the exponent computed between reduced times \(e^{20}\) and \(e^{25}\) is 0.241 at 200 K and 0.250 at 300 K. With the 0.1034 eV tail it is 0.212 at 300 K, below both constants, which are equal there. In that case the density is \(a^2ze^{-az}\), and the probability of exceeding \(z\) is \((1+az)e^{-az}\). The local exponent is therefore \(a-a/(1+az)\), which at the middle of the window, \(z=22.5\), is \(0.25-0.038=0.212\).

**Q.** Could the field in my oxide invalidate the test?

**A.** A strong one could. A trapped hole may be lifted thermally to an energy \(\varepsilon\) below the band edge and tunnel through the remaining triangular barrier. The total exponent is

\[
\beta(E-\varepsilon)+2\int_0^{\varepsilon/F}\!\sqrt{2m(\varepsilon-Fx)}\,dx
=\beta(E-\varepsilon)+\frac{4\sqrt{2m}}{3F}\varepsilon^{3/2}.
\]

It is smallest where \(\beta=2\sqrt{2m\varepsilon}/F\), that is, at \(\varepsilon^*=\beta^2F^2/(8m)\). There the tunnelling term equals \(\tfrac23\beta\varepsilon^*\), and the total is \(\beta E-\tfrac13\beta\varepsilon^*\). Traps well deeper than \(\varepsilon^*\) all gain the same factor \(e^{\beta\varepsilon^*/3}\), so \(\alpha\) is unchanged.

For a light mass of 0.5 electron masses at 200 K, \(\varepsilon^*=0.160\) eV and the factor is 22; for 5 electron masses they are 0.016 eV and 1.4. Both values of \(\varepsilon^*\) lie below the controlling depth of 0.548 eV. But \(\varepsilon^*\propto F^2\). With that depth held fixed, the light hole reaches it at \(0.5\sqrt{0.548/0.160}\approx0.9\) MV/cm. Beyond that, release from the controlling traps is mainly direct tunnelling, whose exponent contains no \(T\), and the test loses its force. The loss begins earlier. The minimum over \(\varepsilon\) is broad, and a 25 nm film has the shallower controlling depth \(E_0\ln50=0.405\) eV, reached at about 0.8 MV/cm. Summing the rate over all \(\varepsilon\) up to the trap depth for the light hole at 200 K, with \(M\) held fixed, gives a thickness power between 25 and 100 nm of about 6.0 at 0.6 MV/cm, 5.8 at 0.7, 5.5 at 0.8 and 5.2 at 0.9. Stay well below these fields, here near 0.6 MV/cm or less, and check that \(\alpha\) does not depend on the field you choose. Going much lower has a price: if \(\lambda\propto F\), halving the field at 200 K doubles \(M\) and lengthens the transit \(2^6=64\) times, from 41 s to about 44 minutes.

**Q.** How close is this example to a real oxide?

**A.** Exponents for holes in silica are roughly a quarter. The thickness and field are chosen for illustration, and the prefactor, drift path and masses are rough choices. Real devices break the assumption of a uniform field. A sheet of \(10^{11}\) holes/cm² changes it by up to 0.046 MV/cm, about 9%. With a fixed voltage across the film the mean field stays the same, so one part of the film gains what another loses. If \(\lambda\propto F\), \(M\) then rises by at most about 0.2% for a sheet held still. For moving holes, those ahead of the packet see a stronger field and those behind a weaker one, so the number of captures changes by a few tenths of a percent in either direction and transit times shift by only about 1%. The filling of the controlling traps depends on the tail density. The numerical output uses \(10^{20}\) cm⁻³ and gives 2% for the same holes spread through the film, but traps 2.2 nm apart are too sparse for independent captures every 0.5 nm. A density near \(10^{21}\) cm⁻³, with a spacing of 1 nm, fits that drift path better and gives about 0.2%; independent captures remain an approximation even then. A much larger dose would break the low-occupation assumption. Holes held permanently near the silicon interface are also outside the model and should be separated from the transient before a late slope is fitted. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Films 100 and 25 nm, field 0.5 MV/cm
nu = 1e+13 1/s, drift path per capture = 0.5 nm
Captures per transit M = 200 and 50
Tail width E0 = 0.1034 eV
T = 200 K: kT = 0.01723 eV, alpha = 0.1667
  early slope: walk -0.830, theory -0.833
  late slope: walk -1.168, theory -1.167
  thickness power: walk 6.02, theory 6.00
  median transit 100 nm: walk 4.44e+01 s, theory 4.12e+01 s
  median transit 25 nm: walk 1.06e-02 s, theory 1.01e-02 s
T = 250 K: kT = 0.02154 eV, alpha = 0.2083
  early slope: walk -0.793, theory -0.792
  late slope: walk -1.213, theory -1.208
  thickness power: walk 4.83, theory 4.80
  median transit 100 nm: walk 5.17e-02 s, theory 4.91e-02 s
  median transit 25 nm: walk 6.43e-05 s, theory 6.33e-05 s
T = 300 K: kT = 0.02585 eV, alpha = 0.2500
  early slope: walk -0.742, theory -0.750
  late slope: walk -1.251, theory -1.250
  thickness power: walk 4.01, theory 4.00
  median transit 100 nm: walk 5.52e-04 s, theory 5.65e-04 s
  median transit 25 nm: walk 2.12e-06 s, theory 2.21e-06 s
Activation 200-300 K, 100 nm: 0.579 eV
Activation 200-300 K, 25 nm: 0.436 eV
Difference: walk 0.144 eV, E0 ln(L2/L1) = 0.143 eV
Trap variants, alpha at 200, 250, 300 K; ratio 200 K/300 K:
  plain tail: 0.167 0.208 0.250; 0.667
  slower deep capture, flat DOS: 0.182 0.217 0.250; 0.727
  faster deep capture: 0.162 0.205 0.250; 0.648
  barrier ~ depth, flat DOS: 0.250 0.250 0.250; 1.000
  q: slower 12.89, faster -3.00 1/eV; b = 0.333
Hopping: 2 kappa = 13.33 1/nm, r0 = 0.300 nm, barrier 0.2 eV
  alpha at 200, 250, 300 K, no field: 0.250 0.250 0.250
  alpha at 200, 250, 300 K, in field: 0.277 0.271 0.267
Distance spread (alpha 0.25) plus energy tail, 200 and 300 K:
  tail 0.0500 eV: alpha = 0.241 and 0.250
  tail 0.1034 eV: alpha = 0.157 and 0.212
Widest tail allowed by alpha = 0.25 at 200 K: 0.0689 eV
Depth controlling transit, E0 ln M = 0.548 eV
Tunnel release, mass 0.5 m_e, 200 K: eps* = 0.1603 eV, rate factor 22.22
Tunnel release, mass 0.5 m_e, 300 K: eps* = 0.0713 eV, rate factor 2.51
Tunnel release, mass 5.0 m_e, 200 K: eps* = 0.0160 eV, rate factor 1.36
Tunnel release, mass 5.0 m_e, 300 K: eps* = 0.0071 eV, rate factor 1.10
Hole sheet 1e+11 1/cm2, tail density 1e+20 1/cm3
Filling of controlling traps = 0.020
Space-charge field = 0.046 MV/cm
Diffusive spread of free transit, 300 K = 0.102
Free flight at 1.0 cm2/Vs = 2.0e-11 s
Transit-time factor for 20% larger M: 200 K 2.99, 300 K 2.07
```
